# Extrapolating electromigration life from 300 C to 105 C with Black's equation

## The problem

A narrow copper line carries current to a silicided contact. The current slowly pushes copper atoms along the line, a process called electromigration, until a void opens and the line fails. At working conditions this takes too long to observe, so lines are tested hot and at high current density, and the measured life is extrapolated with Black's equation,

$$t_{50}=A\,j^{-n}\exp\!\left(\frac{E_a}{kT}\right).$$

Here $t_{50}$ is the time by which half the lines have failed, $j$ the current density, $T$ the absolute temperature of the metal, $E_a$ an activation energy, $k$ Boltzmann's constant and $A$ a constant of the line.

The test runs at 300 C and 2.0 MA/cm², and gives a median life of 100 h. The line will be used at 105 C and 0.4 MA/cm², one-fifth of the test value. Take $n=2$, $E_a=0.9$ eV and the same $A$ in both conditions.

(a) Estimate the gain in life by scaling. (b) Show that Black's equation gives a gain of about 300,000. (c) Compare the two results, and find what the gain depends on physically.

## First estimate by scaling

The life varies as $j^{-2}$, so one-fifth of the current density multiplies it by $5^2=25$.

For the temperature, ask how fast the logarithm of the life changes per kelvin. At fixed $j$, $\ln t_{50}=\text{const}+E_a/(kT)$, and therefore

$$\frac{d\ln t_{50}}{dT}=-\frac{E_a}{kT^2}.$$

The minus sign says that cooling lengthens life. In kelvin the two temperatures are 573.15 K and 378.15 K. They differ by $\Delta T=195$ K and their mean is $T_m=475.65$ K. With $E_a/k=10444$ K, the slope at the mean temperature has the size

$$\frac{10444}{(475.65)^2}=0.0462\ \text{per K}.$$

Over 195 K the logarithm grows by about 9.00, a factor $e^{9.00}\approx 8100$. The estimated gain is $25\times8100\approx 2.0\times10^5$.

The choice of the mean temperature matters. The slope at 573.15 K is 0.0318 per K, which would give a total gain of only about $1.2\times10^4$. The slope at 378.15 K is 0.0730 per K, which would give about $4\times10^7$. The slope more than doubles over the interval, so a rule such as "life doubles every so many degrees", taken from one end, cannot be carried across it.

## Exact solution of Black's equation

Write the equation for each condition and divide. The constant $A$ cancels:

$$\frac{t_{\rm use}}{t_{\rm test}}=\left(\frac{j_{\rm test}}{j_{\rm use}}\right)^{2}\exp\!\left[\frac{E_a}{k}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm test}}\right)\right].$$

The reciprocal temperatures are

$$\frac1{T_{\rm use}}=0.0026445\ \text{K}^{-1},\qquad \frac1{T_{\rm test}}=0.0017447\ \text{K}^{-1}.$$

Their difference, before rounding, is $8.9971\times10^{-4}\ \text{K}^{-1}$. The exponent is

$$10444.1\times8.9971\times10^{-4}=9.397,$$

and $e^{9.397}\approx12{,}050$. Hence

$$\frac{t_{\rm use}}{t_{\rm test}}=25\times12{,}050\approx3.0\times10^5 .$$

This is the stated gain of about 300,000. The median life of 100 h becomes $3.0\times10^7$ h, or about 3400 years. Most of the gain is thermal: cooling supplies a factor of 12,000, the lower current a factor of 25.

## Comparison of the two

The estimate is one-third below the exact value, and the reason can be traced. The exact exponent contains

$$\frac1{T_{\rm use}}-\frac1{T_{\rm test}}=\frac{\Delta T}{T_{\rm use}T_{\rm test}},$$

whereas the estimate used $\Delta T/T_m^2$. Since the two temperatures are $T_m\mp\Delta T/2$, their product is $T_m^2-(\Delta T/2)^2$. The exact exponent is therefore larger by the factor

$$\frac{1}{1-(\Delta T/2T_m)^2}=\frac1{1-(97.5/475.65)^2}=1.044 .$$

An exponent of 9.00 becomes 9.40. The difference is only 4 percent of the exponent, but it multiplies the life by $e^{0.395}\approx1.48$. Small relative errors in a large exponent become large errors in the result.

## Where the two factors come from

**Temperature.** An atom must cross an energy barrier to change sites. In a simple picture it is a classical oscillator whose energy $E$ has the probability density $e^{-E/kT}/(kT)$. The fraction of time spent above the barrier is

$$\int_{E_a}^{\infty}\frac{e^{-E/kT}}{kT}\,dE=e^{-E_a/kT}.$$

This is $1.2\times10^{-8}$ at 300 C and $1.0\times10^{-12}$ at 105 C. If the rate of attempts is the same, atomic jumps are 12,000 times rarer at the lower temperature.

**Current.** Let $x$ run along the line from the cathode end, where electrons enter. The electrons push atoms towards positive $x$ with a force $eZ\rho j$, where $Z$ is an effective charge number and $\rho$ the resistivity. Atoms are also drawn towards greater tensile stress $s$, with a force $\Omega\,\partial s/\partial x$, where $\Omega$ is the atomic volume. With diffusivity $D$ and $1/\Omega$ atoms per volume, the atomic flux is

$$J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial s}{\partial x}+eZ\rho j\right)=\frac{D}{kT}\left(\frac{\partial s}{\partial x}+G\right),\qquad G=\frac{eZ\rho j}{\Omega}.$$

Losing atoms raises the tension: a change $dC$ in concentration gives $ds=-B\Omega\,dC$, where $B$ is an effective modulus of the confined line. Combined with conservation of atoms, $\partial C/\partial t=-\partial J/\partial x$, this gives

$$\frac{\partial s}{\partial t}=\kappa\frac{\partial}{\partial x}\left(\frac{\partial s}{\partial x}+G\right),\qquad \kappa=\frac{DB\Omega}{kT}.$$

Suppose that the contact lets no copper through, that the line is long and that it starts free of stress. Zero flux at $x=0$ requires $\partial s/\partial x=-G$ there. As $G$ is uniform, differentiating the equation shows that the gradient $q=\partial s/\partial x$ obeys $\partial q/\partial t=\kappa\,\partial^2q/\partial x^2$. It starts at zero, stays zero far away and equals $-G$ at the end. Try $q=f(\eta)$ with $\eta=x/(2\sqrt{\kappa t})$. The equation becomes $f''=-2\eta f'$, so $f'\propto e^{-\eta^2}$, and the boundary values select $q=-G\,\mathrm{erfc}(\eta)$.

The stress vanishes far away, so the stress at the end is minus the integral of $q$:

$$s(0,t)=2G\sqrt{\kappa t}\int_0^\infty\mathrm{erfc}(\eta)\,d\eta=2G\sqrt{\frac{\kappa t}{\pi}} .$$

The last integral follows by parts: it equals $\int_0^\infty(2/\sqrt\pi)\,\eta e^{-\eta^2}d\eta=1/\sqrt\pi$. If a void forms when the stress reaches a threshold $s_c$, the time needed is

$$t_v=\frac{\pi s_c^2}{4\kappa G^2}\propto\frac{T\,e^{E_a/kT}}{\rho^2j^2}.$$

The exponent 2 thus follows from stress that grows as $j\sqrt t$, provided that the line fails as soon as the void forms. This holds only where a very small void is already fatal, for example directly at a contact or via; otherwise the growth of the void sets the life, as discussed below. A direct numerical solution for a line 200 µm long, at fixed temperature, gives a ratio of formation times of 24.98 on a grid of 800 cells for a fivefold reduction of $j$. The gap of 0.02 is grid error; the exact series solution for this line gives 25.00.

## What moves the number

**Slowly varying factors.** The transport model contains a factor $T$ and a factor $\rho^{-2}$ that Black's equation puts into a constant $A$. The first multiplies the gain by $378.15/573.15=0.66$. If the resistivity falls from 4.50 to 3.17 µΩ cm on cooling, the second multiplies it by $(4.50/3.17)^2\approx2.01$. Together they give 1.33, and the full model a gain of about 400,000. This takes $Z$ to be independent of temperature. In the usual picture of the electron wind $Z$ varies roughly as $1/\rho$; if the product $Z\rho$ is constant, the resistivity factor drops out and the gain is about 200,000, so even the direction of the correction is uncertain. If $E_a$ had been fitted to test data with Black's equation, the fitted value would already include the effect of these factors near the test temperatures, so the factor 1.33 should not be applied on top of it. In this model a fit between 250 and 350 C returns an $E_a$ about 0.036 eV above the value in the diffusivity, and what remains to be corrected at 105 C is a factor of about 0.9.

**Activation energy.** With 0.85 eV the gain is about 180,000; with 0.95 eV it is about 510,000. An uncertainty of 0.05 eV thus changes the gain by a factor of about 1.7. This is more than the combined 1.33 of the two slowly varying factors, which partly cancel here, but less than the resistivity factor alone.

**Growth instead of formation.** If a void forms early in both conditions, and the life is the time it needs to grow to a fatal length, that time is the length divided by a drift speed proportional to $j$. Then $n=1$, the current factor is 5, and the gain falls to about 60,000. This case is not remote. The drift speed is $\kappa G/B$, so the copper removed by the time $t_v$ corresponds to a length $\pi s_c^2/(4GB)$ of line. With the values used below ($s_c=40$ MPa, $Z=1$, $B=20$ GPa) this is only 0.005 µm in the test. If the void must span the line and reach 0.1 µm, the life in the test is about 20 times the formation time, a fivefold lower current lengthens it by only 5.3, and the effective $n$ is close to 1.

**Short lines.** In a line of length $L$ blocked at both ends, the flux eventually stops. The stress gradient is then $-G$ everywhere. Atoms are conserved, so the mean stress stays zero and the cathode end settles at $GL/2$. No void forms if $L<2s_c/G$. Take a threshold of 40 MPa and $Z=1$. Then $G$ is 12.2 MPa/µm in the test and 1.72 MPa/µm in use, and the critical lengths are 6.5 µm and 46 µm. A 40 µm line would head for 244 MPa in the test and fail, but in use it settles at 34.5 MPa. If it starts free of stress, as assumed here, it never forms a void in use, and no finite gain describes it. The margin is only 5.5 MPa, so a small initial tension can make the line mortal again. So can the temperature dependence of $Z$: if $Z\rho$ rather than $Z$ is constant, $G$ in use is 2.44 MPa/µm, the critical length is 33 µm, and the same line reaches 49 MPa.

**Stress from cooling.** Copper contracts more than silicon. Let the line be free of stress at 300 C, with an expansion mismatch of 14 ppm/K and an effective modulus of 20 GPa. If nothing relaxed, the tension at 105 C would be

$$3\times14\times10^{-6}\times195\times20{,}000\ \text{MPa}\approx164\ \text{MPa}.$$

That is four times the assumed threshold, so a void could form without any current. The extrapolation presumes that nearly all of this stress has relaxed. The transport model above does not supply that relaxation, because the mean stress of a blocked line is conserved; it must come from processes left out here, such as plastic flow, or from a void, in which case the formation stage is already over. Even 10 MPa left over at use reduces the stress still to be built up from 40 to 30 MPa, and multiplies the life by $(30/40)^2=0.56$.

**Self-heating.** For a line of radius 0.1 µm in an oxide shell of outer radius 1.0 µm held at oven temperature, with an oxide thermal conductivity of 1.2 W/(m K), the test current warms the metal by about 0.17 K. This raises the gain by 0.5 percent. A line with a poorer path for heat would warm more, and $T$ in Black's equation must then be the metal temperature.

The test conditions and the activation energy are rough typical values for copper interconnects. The threshold, charge number and modulus are rougher still. The model takes the diffusivity to follow one activation energy over the whole interval, although a real line may have several diffusion paths. It also leaves out damage to the silicide itself. The figure of 300,000 is thus the consequence of the stated $n$ and $E_a$, and a real line may differ from it by a factor of ten or more.

## From the median to the first failures

A median life of 3400 years does not mean that a product is safe for that long, because a chip contains many lines and the weakest fails first. Suppose that the logarithm of the life is normally distributed with standard deviation 0.5, in the test and in use alike. The time by which a fraction $p$ has failed is

$$t_p=t_{50}\,e^{0.5\,z_p},$$

where $z_p$ is the standard normal quantile. For one line in $10^9$, $z_p=-6.00$ and the factor is 0.050, so the time is about 170 years. Because the spread is assumed equal in both conditions, the gain of 300,000 applies to early failures as well as to the median. If the scatter came from differences in activation energy between lines, the spread would be wider at the lower temperature, and the gain for early failures would be smaller.

The margin is smaller than it looks. With $n=1$ the 170 years become 34, and with $E_a=0.85$ eV as well they become about 20. The distribution has also been assumed to keep its shape far into a tail that a test on a modest number of lines does not reach. The main values used here are collected in the numerical output below.

## Numbers as computed

```
Test temperature: 573.15 K
Use temperature: 378.15 K
Current density, test and use: 2.0, 0.4 MA/cm2
Boltzmann constant: 8.617333e-05 eV/K
Ea/k: 10444.1 K
1/T at use: 0.0026445 1/K
1/T in test: 0.0017447 1/K
Difference of 1/T: 8.9971e-04 1/K
Thermal exponent: 9.3966
Thermal factor, formula: 12048
Thermal factor, integrated: 12048
Fraction above barrier, test: 1.220e-08
Fraction above barrier, use: 1.012e-12
Current factor, formula: 25.00
Current factor, solved: 24.98
Life gain, Black's equation: 301191
Median life in test: 100 h
Median life at use: 3.012e+07 h
Median life at use: 3436 years
Lognormal spread: 0.50
Early fraction: 1e-09, quantile -5.998
Early life / median life: 0.0498
Early life at use: 171 years
Gain with Ea = 0.85 eV: 178700
Gain with Ea = 0.95 eV: 507643
Gain with n = 1: 60238
Resistivity, test and use: 4.50, 3.17 microohm cm
Resistivity slope: 0.0068 microohm cm/K
Atomic volume: 0.0118 nm3; charge number 1
Wind drive G, test: 12.22 MPa/um
Wind drive G, use: 1.72 MPa/um
kappa in test, set from test life: 0.0842 um2/h
Void threshold: 40 MPa
Life in test, solved: 100.09 h
Extra factor from T in kappa: 0.660
Extra factor from resistivity: 2.010
Both extra factors: 1.326
Life gain, full stress model, solved: 399074
Residual tension: 10 MPa, life factor 0.562
Expansion mismatch: 14 ppm/K
Effective modulus: 20 GPa
Unrelaxed mismatch stress at use: 164 MPa
Critical line length, test: 6.5 um
Critical line length, use: 46.4 um
Final stress, 40 um line, test: 244 MPa
Final stress, 40 um line, use: 34.5 MPa
Line radius, oxide shell radius: 0.1, 1.0 um
Oxide thermal conductivity: 1.2 W/(m K)
Joule heating, test: 0.173 K
Joule heating, use: 0.0049 K
Change of gain by Joule heating: 0.51 %
```
